# Why Monte Carlo scattering speeds numerical thermalization in one-dimensional particle-in-cell plasmas

## 1. Two equal particles on a line

Let two particles of equal mass meet on a line with velocities $v_1,v_2$ and leave with $v_1',v_2'$, their interaction energy being zero before and after. Momentum and energy conservation give

$$v_1'+v_2'=v_1+v_2,\qquad v_1'^2+v_2'^2=v_1^2+v_2^2 .$$

Squaring the first equation and subtracting the second gives $v_1'v_2'=v_1v_2$. Sum and product fix a pair of numbers, so $\{v_1',v_2'\}=\{v_1,v_2\}$. The particles keep their velocities or exchange them, and a histogram of velocities is unchanged.

Now give each particle a transverse speed $v_\perp$, which forces along $x$ cannot alter. An exchange of $v_x$ still leaves the histogram of $v_x$ unchanged, but it changes which $v_x$ belongs to which $v_\perp$. Elastic scattering off a neutral then turns the velocity vector, mixing $v_x$ with $v_\perp$, and the new pairing alters the histogram of $v_x$.

The sections below treat field noise alone, scattering alone, and both together.

## 2. The model

The plasma is uniform, with a fixed neutralizing background. Particles move along $x$ but carry three velocity components. Each simulated electron is a charged sheet with charge $-\sigma$ and mass $\mu$ per unit area, and there are $n_p$ sheets per unit length. Gauss's law and $a=-\sigma E/\mu$ give, for the acceleration field of one sheet at $x'$,

$$\frac{\partial a}{\partial x}=\frac{\sigma^2}{\epsilon_0\mu}\,\delta(x-x')=\frac{\omega_p^2}{n_p}\,\delta(x-x'),\qquad \omega_p^2=\frac{\sigma^2n_p}{\epsilon_0\mu}.$$

The thermal speed is $v_t=\langle v_x^2\rangle^{1/2}$, the Debye length is $\lambda_D=v_t/\omega_p$, and $N_D=n_p\lambda_D\gg1$ is the number of simulation particles per Debye length. The full distribution is $f(v_x,\mathbf v_\perp)$, and $F(v_x)=\int f\,d^2v_\perp$ is normalized to one.

## 3. First contribution: field noise

**Dressing.** The other sheets respond to a source density $n_s$. With fields varying as $e^{i(kx-\omega t)}$, the linearized Vlasov equation $-i(\omega-kv)\,\delta F+aF'=0$ gives $\delta F=-iaF'/(\omega-kv)$. Inserting this into $ika=(\omega_p^2/n_p)(n_s+n_p\int\delta F\,dv)$ and collecting $a$ gives

$$a=\frac{\omega_p^2}{n_p}\frac{n_s}{ik\,\varepsilon},\qquad \varepsilon(k,\omega)=1-\frac{\omega_p^2}{k^2}\int\frac{F'(u)\,du}{u-\omega/k-i0}\quad(k>0).$$

**Diffusion.** A particle of velocity $v$ feels independent sheets of velocities $v'$, each producing frequency $kv'$. Half the time integral of the acceleration correlation along its path is

$$D(v)=\frac{n_p}{2}\int dv'F(v')\int\frac{dk}{2\pi}\,\frac{\omega_p^4}{n_p^2k^2|\varepsilon(k,kv')|^2}\;2\pi\,\delta\big(k(v-v')\big).$$

Since $\delta(k(v-v'))=\delta(v-v')/|k|$, and positive and negative $k$ contribute equally,

$$D(v)=\frac{\omega_p^4}{n_p}F(v)\int_0^\infty\frac{dk}{k^3|\varepsilon(k,kv)|^2}.$$

At small $k$, $|\varepsilon|^2\propto k^{-4}$ makes the integrand proportional to $k$; at large $k$ it falls as $k^{-3}$. No cutoff is needed.

**Drag.** The particle also feels the response it induces. At its own position this is

$$A(v)=\frac{\omega_p^2}{n_p}\int\frac{dk}{2\pi}\frac{1}{ik\,\varepsilon(k,kv)}=\frac{\omega_p^2}{n_p}\int_0^\infty\frac{dk}{\pi k}\,\mathrm{Im}\frac1\varepsilon ,$$

because the terms at $k$ and $-k$ are complex conjugates. From $\mathrm{Im}\,\varepsilon=-\pi\omega_p^2F'(v)/k^2$ follows $\mathrm{Im}(1/\varepsilon)=\pi\omega_p^2F'/(k^2|\varepsilon|^2)$, hence $A=D\,F'/F$.

**Cancellation.** The noise field depends on position and time but not on the velocity of the particle it acts on, so its flow in phase space is incompressible. A uniform $f$ then has no noise flux, and the noise flux must be $-D\,\partial f/\partial v_x$. Adding the drag flux $Af$,

$$C[f]=\frac{\partial}{\partial v_x}\Big(D\frac{\partial f}{\partial v_x}-D\frac{F'}{F}f\Big)=\frac{\partial}{\partial v_x}\Big[DF\frac{\partial}{\partial v_x}\Big(\frac fF\Big)\Big].$$

Integrated over $\mathbf v_\perp$, the ratio $f/F$ becomes 1 and the right side vanishes. At order $1/N_D$, $F(v_x)$ does not relax, whatever its stable shape. This is the two-particle result carried over to dressed particles.

**What noise still does.** Since $F$ is constant in time at this order, integration by parts gives for smooth $f$

$$\frac{d}{dt}\int\frac{f^2}{F}\,d^3v=-2\int DF\Big[\frac{\partial}{\partial v_x}\Big(\frac fF\Big)\Big]^2d^3v\le0 .$$

The decrease stops when $f/F$ no longer depends on $v_x$, that is, when $f=F(v_x)\,G(\mathbf v_\perp)$. Noise erases the correlation between longitudinal and transverse velocity.

## 4. Noise alone in a solvable case

Let all electrons have speed $v_0$ and isotropic directions. Then $v_x=v_0\cos\vartheta$ with $\cos\vartheta$ uniform, so $F=1/(2v_0)$ for $|v_x|<v_0$, and $v_t^2=v_0^2/3$. The derivative $F'$ consists of two delta functions at the edges:

$$\int\frac{F'(u)\,du}{u-v}=\frac1{2v_0}\Big[\frac{1}{-v_0-v}-\frac1{v_0-v}\Big]=-\frac1{v_0^2-v^2}.$$

Thus $\varepsilon(k,kv)=1+W/k^2$ with $W=\omega_p^2/(v_0^2-v^2)$. The integral in $D$ is $\int_0^\infty k\,dk/(k^2+W)^2=1/(2W)$, and

$$D=c\,(v_0^2-v^2),\qquad c=\frac{\omega_p^2}{4n_pv_0}.$$

The operator $\partial_vD\,\partial_v$ acts on $v^2$ as

$$\partial_v\big[c(v_0^2-v^2)\,2v\big]=c(2v_0^2-6v^2)=-6c\,\big(v^2-\tfrac13v_0^2\big).$$

The memory of $v_x^2$ therefore decays at the rate

$$\gamma=6c=\frac{3\omega_p^2}{2n_pv_0}=\frac{\sqrt3}{2}\,\frac{\omega_p}{N_D},$$

using $v_0=\sqrt3\,v_t$ and $n_p=N_D\omega_p/v_t$. Below, $\gamma=g\,\omega_p/N_D$, with $g=0.87$ for flat $F$.

Now measure speeds in units of $v_0$, so that $\langle v^2\rangle=1$, and let $M=\langle v^4\rangle$. Initially $M=1$. The separate moments are $\langle v_x^4\rangle=1/5$ and $\langle v_\perp^4\rangle=1-2/3+1/5=8/15$. Once the correlation is gone, $\langle v_x^2v_\perp^2\rangle=\frac13\cdot\frac23=\frac29$, and

$$M=\frac15+\frac8{15}+2\cdot\frac29=\frac{53}{45}\approx1.178 .$$

A Maxwellian has $M=5/3$. Noise alone thus spreads the speeds and then stalls.

**Simulation.** A particle-in-cell run with $N_D=24$ and cells of $\lambda_D/2$ gives $M=1.176$, averaged over $\omega_pt=131$ to $150$. The agreement is partly fortuitous. The kurtosis $\kappa=\langle v_x^4\rangle/\langle v_x^2\rangle^2$, which is 1.8 for flat $F$ and 3 for a Maxwellian, has already crept to 1.92. That adds about $0.123/9\approx0.014$ to $M$, so some correlation must remain. At $N_D=192$ the kurtosis is still 1.82 at $\omega_pt=620$.

**Where the noise formula fails.** Over lags of 5 to $17/\omega_p$ at $N_D=768$, the measured mean of $D$ is $0.228\,\omega_pv_t^2/N_D$. Theory with the force smoothing of this grid gives 0.259, so the measurement is 12% lower. Over long times without scattering, the velocity autocorrelation should decay at $0.259\,\omega_p/N_D$, but the measured coefficient is 0.19 at $N_D=24$ and 0.14 at $N_D=192$. The latter is 0.55 of the theory, and on this grid the discrepancy does not shrink between these two particle numbers. Its size depends on the numerical scheme: exact sheets without a grid keep roughly 0.7 to 0.8 of their theoretical rate at $N_D=192$.

A possible reason lies in the factor $\delta(v-v')$. If two sheets pass at constant relative velocity $u$, the first-order kick is $\int a\,dt=|u|^{-1}\int a(r)\,dr=0$, since the force is odd in the separation $r$. The diffusion comes from encounters still unfinished. Over long times noise changes $u$ and ends them, which the calculation ignores. That this produces the measured reduction is a conjecture, and it does not explain the dependence on the grid. The formula for $D$ is a short-time result here, and rates built on it are estimates.

## 5. Second contribution: scattering alone

Let each electron scatter elastically and isotropically off heavy neutrals at rest, at a rate $\nu\ll\omega_p$ independent of speed. Each collision preserves $|\mathbf v|$, so scattering drives $f$ towards a function of $|\mathbf v|$ and leaves the distribution of speeds as it was. The single-speed start is already isotropic, and scattering alone does nothing to it.

Noise favours $f=F(v_x)G(v_\perp)$ and scattering favours $f=h(v_x^2+v_\perp^2)$. Suppose both hold. With $s=v_x^2$ and $t=v_\perp^2$, the logarithm reads $\alpha(s)+\beta(t)=\eta(s+t)$. Differentiating with respect to $s$ gives $\alpha'(s)=\eta'(s+t)$ for every $t$, so $\eta'$ is constant and $f\propto e^{-\text{const}\cdot v^2}$. The distribution that both processes leave alone is the Maxwellian. Neither reaches it by itself at order $1/N_D$, but together they do, because both lower $\int f\ln f\,d^3v$ until they leave $f$ alone. Scattering lowers it by averaging over directions. Noise keeps $\int F\ln F\,dv_x$ constant, while integration by parts gives

$$\frac{d}{dt}\int f\ln\frac fF\,d^3v=-\int\frac{DF^2}{f}\Big[\frac{\partial}{\partial v_x}\Big(\frac fF\Big)\Big]^2d^3v\le0 .$$

## 6. Both together: how fast?

Keep $\langle v^2\rangle=1$ and define $a=\langle v_x^4\rangle$, $b=\langle v_\perp^4\rangle$, $q=\langle v_x^2v_\perp^2\rangle$, so that $M=a+b+2q$.

Scattering redistributes directions at fixed speed. The isotropic averages of $\cos^4\vartheta$, $\sin^4\vartheta$ and $\cos^2\vartheta\sin^2\vartheta$ are $1/5$, $8/15$ and $2/15$, so it pulls $a,b,q$ towards $M/5$, $8M/15$, $2M/15$ at rate $\nu$. Noise leaves $a$ and $b$ alone. For flat $F$, integrating by parts twice, with $D=0$ at the edges, gives a noise contribution $-\gamma(q-\frac29)$ to $\dot q$. Therefore

$$\dot a=\nu\Big(\frac M5-a\Big),\quad \dot b=\nu\Big(\frac{8M}{15}-b\Big),\quad \dot q=\nu\Big(\frac{2M}{15}-q\Big)-\gamma\Big(q-\frac29\Big).$$

In $\dot M=\dot a+\dot b+2\dot q$ the scattering terms cancel, because $\frac15+\frac8{15}+\frac4{15}=1$. Measured from the Maxwellian values, let $m=M-\frac53$ and $y=q-\frac29$. Then $\frac{2M}{15}-q=\frac{2m}{15}-y$, and

$$\dot m=-2\gamma y,\qquad \dot y=\frac{2\nu}{15}m-(\gamma+\nu)y .$$

For solutions proportional to $e^{-\lambda t}$, the first equation gives $y=\lambda m/(2\gamma)$. Inserting this into the second,

$$\lambda^2-(\gamma+\nu)\lambda+\frac{4}{15}\gamma\nu=0 .$$

For the smaller root, dropping $\lambda^2$ gives

$$\lambda\approx\frac4{15}\,\frac{\gamma\nu}{\gamma+\nu},\qquad \tau=\frac1\lambda\approx\frac{15}{4}\Big(\frac1\nu+\frac1\gamma\Big).$$

This underestimates the root by most at $\gamma=\nu$. There the exact root is $0.0718(\gamma+\nu)$ against $0.0667(\gamma+\nu)$, a difference of about 7% of the exact value. In this model the two times add because the processes work in series: noise must break the correlation, and scattering must turn the result into a new $v_x$ distribution.

**Rare scattering, $\nu\ll\gamma$.** Here $\tau\approx15/(4\nu)$. Scattering is the bottleneck, and more particles do not help until $\gamma$ falls to about $\nu$. As $\nu\to0$ this channel closes.

**Frequent scattering, $\gamma\ll\nu\ll\omega_p$.** Here $\tau\approx15/(4\gamma)$, which in this model does not depend on $\nu$. For flat $F$ this is $4.33\,N_D/\omega_p$. The time is linear in $N_D$.

**A channel the model omits.** A collision also cuts short the encounter of a particle with the screening cloud around it, and this lets the noise field exchange energy between particles of different $v_x$. The operator $C[f]$, with its factor $\delta(v-v')$, does not contain this effect. It needs no transverse velocity: if collisions merely randomize the sign of $v_x$ at $\nu=0.1\,\omega_p$, which leaves a symmetric $F$ unchanged, $F$ still relaxes in about $5$ to $7\,N_D/\omega_p$ at $N_D=16$ and 64. With isotropic scattering this channel acts in parallel, and the time keeps falling as $\nu$ grows: single runs at $N_D=64$ give about 490, 410 and $300/\omega_p$ for $\nu/\omega_p=0.05$, 0.1 and 0.3, a stronger dependence than $15/(4\nu)$ allows. The series formula is therefore an estimate of size, not the whole mechanism.

**Change of shape.** A single constant $\gamma$ is a closure, and it changes as $F$ evolves. Near a Maxwellian, take $f/F-G$ proportional to $\phi=v_x^2-v_t^2$. Multiplying $C[f]$ by $\phi$ and integrating by parts gives the initial decay rate of this correlation:

$$\gamma=\frac{\langle D\,(2v_x)^2\rangle}{\langle\phi^2\rangle}=\frac{4\langle v_x^2D\rangle}{2v_t^4}.$$

To find $D$, write $\varepsilon(k,kv)=1+(W_r+iW_i)/k^2$. With $s=k^2$,

$$\int_0^\infty\!\frac{k\,dk}{|k^2+W|^2}=\frac12\int_0^\infty\!\frac{ds}{(s+W_r)^2+W_i^2}=\frac{\theta}{2|W_i|},$$

where $\theta$ is the angle of $W_r+i|W_i|$. Since $|W_i|=\pi\omega_p^2|F'|$ and $|F'|/F=|v|/v_t^2$, this gives $D=\omega_p^2v_t^2\theta/(2\pi n_p|v|)$. Averaging numerically gives $g=0.37$, and $15/(4g)$ rises to about 10. The frequent-scattering estimate thus runs from $4.3$ to $10\,N_D/\omega_p$ as the distribution changes. These are two estimates, not bounds.

## 7. Weighing the contributions

Without scattering, relaxation must come from terms beyond order $1/N_D$. The next order generically gives a time proportional to $N_D^2$; this is not derived here, only compared with two runs. The relaxation time is defined as the time $\kappa$ spends between 2.2 and 2.5, divided by $\ln(0.8/0.5)$, the value an exponential approach to 3 would give. It is $474/\omega_p$ at $N_D=8$ and $2030/\omega_p$ at $N_D=16$. The power of $N_D$ between them is 2.1, and the larger run gives $\tau_0\approx7.9\,N_D^2/\omega_p$. Each is a single run with a few thousand particles. Another numerical scheme and sample can shift these times by 20 to 30% and the power by about 0.7. The runs are compatible with an $N_D^2$ law but do not establish it, and the extrapolations below give only orders of magnitude.

With scattering, the same measure in units of $1/\omega_p$ gives:

| $N_D$ | $\nu/\omega_p$ | simulation | fast, slow estimate |
|---|---|---|---|
| 16 | 0.1 | 115 | 105, 175 |
| 64 | 0.1 | 411 | 346, 663 |
| 64 | 0.02 | 770 | 468, 1276 |

Each simulated value comes from a single run with 12 800 particles. Since $\kappa$ fluctuates while it crosses a narrow window, another sample or numerical scheme can change the value considerably, at $N_D=16$ by as much as a factor of 2. The table therefore tests the size of the estimates, not their details.

The estimates solve the three moment equations over the same range of $\kappa$ and add the rate $1/\tau_0$, since the collisionless channel remains open. The fast one uses flat $F$ with grid smoothing ($g=0.75$), the slow one a Maxwellian. In the last row the slow estimate also includes the factor 0.55 found without scattering, on the assumption that rare scattering leaves that reduction in place.

At $N_D=16$, adding scattering at $\nu=0.1\,\omega_p$ shortens the relaxation from 2030 to $115/\omega_p$, a factor of 18 in these runs. At this fixed $\nu$, four times as many particles lengthen it by 3.6, whereas an $N_D^2$ law would give 16. Given the scatter of single runs, both measured factors are rough.

Within the moment model the weights at $N_D=64$ and $\nu=0.1\,\omega_p$ are as follows. The scattering term is $3.75/0.1\approx38$, the noise term is 280 to 650, and the collisionless time extrapolates to $7.9\times64^2\approx32\,000$. Noise sets the pace, but scattering is what lets it act on $F$. The acceleration requires $15/(4\nu)\ll\tau_0$, or $\nu/\omega_p\gg0.5/N_D^2$, a condition that grows easier to meet as particles are added.

## 8. A discharge simulation

Take rough argon-like values for a capacitively coupled discharge: 50 mTorr, 300 K, electron temperature 3 eV, density $10^{15}\ \mathrm{m^{-3}}$, a 25 mm gap and 13.56 MHz. An elastic cross-section of $10^{-19}\ \mathrm{m^2}$ gives $\nu=1.87\times10^8\ \mathrm{s^{-1}}$. With $\omega_p=1.78\times10^9\ \mathrm{s^{-1}}$, $\nu/\omega_p=0.105$. The Debye length is 0.407 mm, so $N_D=200$ means about 12 300 particles in the gap.

The scattering term is $3.75/\nu=0.02\ \mu\mathrm s$. For flat $F$ the noise term is

$$\frac{3.75\times200}{0.866\times1.784\times10^9\ \mathrm{s^{-1}}}=0.49\ \mu\mathrm s,$$

and for a Maxwellian it is $1.14\ \mu\mathrm s$. Numerical thermalization takes about 0.5 to $1.2\ \mu\mathrm s$, or 7 to 16 rf periods. The collisionless law, extrapolated from $N_D=16$, promises

$$\frac{7.9\times200^2}{1.784\times10^9\ \mathrm{s^{-1}}}\approx180\ \mu\mathrm s,$$

which is longer by roughly two orders of magnitude.

Suppose the relaxation time must equal 1000 rf periods, $T=73.7\ \mu\mathrm s$. The collisionless criterion asks for $N_D=(\omega_pT/7.9)^{1/2}\approx130$. With scattering, solving $T=3.75(1/\nu+N_D/(g\omega_p))$ for $N_D$ gives

$$N_D=g\,\omega_p\Big(\frac{T}{3.75}-\frac1\nu\Big)\approx13\,000\ \text{to}\ 30\,000 .$$

This is an extrapolation beyond the simulated $N_D$, and it merely makes the artificial relaxation as slow as the run is long. A non-Maxwellian distribution that no physical process maintains would need a longer time still. In a driven discharge the requirement is a different one.

What matters physically is the competition with real processes. For these inputs real Coulomb collisions act in about $120\ \mu\mathrm s$ and elastic energy loss in about $200\ \mu\mathrm s$, both far slower than the artefact. The mean time between inelastic collisions, with a rough cross-section of $5\times10^{-21}\ \mathrm{m^2}$ above 11.5 eV, is about $1\ \mu\mathrm s$ when averaged over all electrons of a Maxwellian. Most of them lie below the threshold. An electron at 11.5 eV moves at $2.0\times10^6$ m/s through gas of density $1.6\times10^{21}\ \mathrm{m^{-3}}$, and with the step cross-section its mean time to an inelastic collision is about $0.06\ \mu\mathrm s$. The real cross-section rises from zero at the threshold, so this time is rather a few tenths of a microsecond 1 eV above it and about $0.1\ \mu\mathrm s$ 3 eV above it. At these energies noise moves an electron by $T_e$ in energy in about $0.2\ \mu\mathrm s$ for $N_D=200$. The two times are comparable, so the artefact can refill the tail substantially, far faster than real Coulomb collisions would. How close to Maxwellian it keeps the tail is not calculated here.

In real argon the elastic cross-section varies strongly with energy. In the series formula halving $\nu$ adds only $0.02\ \mu\mathrm s$, at most 4%. The channel omitted in Section 6 makes the true change larger, of order 10 to 20%, which still lies within the range of the estimate while scattering stays frequent. The exception is the deep minimum of the cross-section at a few tenths of an electronvolt: slow electrons there scatter rarely, and the estimate does not describe them. Uniformity is a stronger assumption. Without collisions a thermal electron would cross the gap in $t=34$ ns. Since $\nu t\approx6$, it diffuses instead, with coefficient $v_t^2/\nu$, and needs about $\nu t^2/2\approx0.11\ \mu\mathrm s$. It still samples sheaths and heating regions several times during one relaxation, and their effect on the number is not calculated here. Mobile ions would also break the equal-particle argument. By the factor $\delta(v-v')$ in $D$, their direct effect should be confined to electrons as slow as ions, whose thermal speed is $3\times10^{-4}$ of the electrons'. This expectation was not simulated. The numerical output lists the remaining values.

The remedy is not to remove the scattering, which is physical. For a one-dimensional simulation with $\nu\ll\omega_p$ and $15/(4\nu)\ll\tau_0$, the particle number should be judged with scattering switched on, by checking that the energy distribution no longer changes as $N_D$ is raised.

## Computed results

```
THEORY (plasma frequency = thermal speed = Debye length = 1)
mean diffusion x N_D, flat F, no grid: 0.2887
mean diffusion x N_D, flat F, with grid: 0.2590
g = gamma x N_D, flat F, no grid: 0.8660
g, flat F, with grid: 0.7468
g, Maxwellian F, no grid: 0.3696
fast-scattering time / N_D, flat F: 4.33
fast-scattering time / N_D, Maxwellian F: 10.15
PIC, N_D = 768: mean diffusion x N_D, lags 5 to 17: 0.2283
PIC, N_D = 24, averages over times 131 to 150
long-time velocity-memory rate x N_D: 0.1905
kurtosis of vx, no scattering: 1.923
kurtosis of vx, nu = 0.1: 2.555
<v^4>/<v^2>^2, no scattering: 1.176
<v^4>/<v^2>^2, predicted plateau: 1.178
<v^4>/<v^2>^2, nu = 0.1: 1.412
PIC, N_D = 192, no scattering, up to time 620
long-time velocity-memory rate x N_D: 0.1419
same, over the short-time theory: 0.55
kurtosis of vx at the end: 1.817
RELAXATION TIMES without scattering, PIC
N_D = 8: 474; end time 396, end kurtosis 2.61, energy drift -0.0 %
N_D = 16: 2030; end time 1651, end kurtosis 2.61, energy drift 1.1 %
power of N_D between 8 and 16: 2.10
collisionless time / N_D^2 at N_D = 16: 7.9
RELAXATION TIMES with scattering: PIC | fast, slow estimate
N_D = 16, nu = 0.1: 115 | 105, 175
N_D = 64, nu = 0.1: 411 | 346, 663
N_D = 64, nu = 0.02: 770 | 468, 1276
speed-up by scattering, N_D = 16, nu = 0.1: 17.7
EXAMPLE (rough argon-like inputs)
pressure 50 mTorr, gas 300 K, Te 3 eV, ne 1e+15 m^-3
gap 25 mm, rf 13.56 MHz, N_D 200
elastic cross-section 1e-19 m^2, inelastic 5e-21 m^2 above 11.5 eV
plasma frequency: 1.784e+09 rad/s; Debye length: 0.407 mm
particles in gap: 12280
scattering rate: 1.87e+08 1/s; over plasma freq.: 0.105
numerical time with scattering: 0.51 to 1.16 us
same in rf periods: 6.9 to 15.7
collisionless time, N_D^2 extrapolation: 178 us
ratio of times: 154 to 352
1000 rf periods: 73.7 us
N_D for that time, collisionless criterion: 129
N_D for that time, with scattering: 12964 to 30375
NEGLECTED EFFECTS
real Coulomb collision time: 121 us (Coulomb log 14.7)
elastic energy-loss time: 195 us
mean time between inelastic collisions: 1.03 us
thermal transit of gap: 34 ns
ion / electron thermal speed: 3.4e-04
```
